# Identifying a surface atom from helium scattered through 90 degrees

## The problem

A beam of helium ions with energy $E_0=1000$ eV strikes a clean surface at 300 K. An energy analyser accepts ions that leave at 90 degrees to the incoming beam. Their spectrum has a peak centred at $E_1=881$ eV, produced by ions that have scattered once, from atoms of a single element in its natural isotopic mixture. Find the mass of the struck atom and name the element. Then find how accurate the energy, the angle and the assumption of an elastic collision must be for the name to be trusted.

Energies are in eV and masses in atomic mass units, u. The helium mass is $M_1=4.0026$ u and the unknown target mass is $M_2$. The target atom is first taken to be free and at rest. The motion is non-relativistic, and "elastic" means that no energy goes into exciting electrons.

## A tempting solution

The ion arrives with momentum $p_0$ along the beam. It leaves at a right angle, so it has no forward momentum left. The target must have taken all of it and recoils with momentum $p_0$. Its energy is then

$$E_2=\frac{p_0^2}{2M_2}=\frac{M_1}{M_2}\,\frac{p_0^2}{2M_1}=\frac{M_1}{M_2}E_0 .$$

The energy missing from the helium is $E_0-E_1=119$ eV. Setting this equal to $E_2$ gives

$$M_2=M_1\frac{E_0}{E_0-E_1}=4.0026\times\frac{1000}{119}\approx 33.6\ \text{u},$$

which lies between sulfur and chlorine.

## Where it fails

The statement about forward momentum is true, but momentum is a vector. Before the collision there was no momentum perpendicular to the beam. Afterwards the helium carries momentum $p_1$ in that direction, so the target must carry an equal and opposite amount. The tempting solution leaves this sideways recoil out.

The omission is large. The ion keeps 88.1 % of its energy, so $p_1$ is nearly as large as $p_0$, and the sideways part of the recoil holds nearly as much energy as the forward part. The true recoil energy for a given $M_2$ is therefore almost twice the value used above, and the inferred mass is too small by the same factor, $(E_0+E_1)/E_0=1.881$.

## The correct kinematics

Let $\mathbf q$ be the momentum given to the target. Conservation of momentum requires $\mathbf q=\mathbf p_0-\mathbf p_1$, and squaring gives

$$q^2=p_0^2+p_1^2-2\,\mathbf p_0\cdot\mathbf p_1 .$$

At 90 degrees the scalar product vanishes. With $p_0^2=2M_1E_0$, $p_1^2=2M_1E_1$ and the mass ratio $\mu=M_1/M_2$, the recoil energy is

$$E_2=\frac{q^2}{2M_2}=\frac{2M_1E_0+2M_1E_1}{2M_2}=\mu(E_0+E_1).$$

The term $\mu E_0$ belongs to the forward recoil and $\mu E_1$ to the sideways recoil. Conservation of energy, $E_0=E_1+E_2$, becomes

$$E_0-E_1=\mu(E_0+E_1).$$

Dividing by $\mu(E_0-E_1)$ and using $1/\mu=M_2/M_1$ gives the mass:

$$M_2=M_1\frac{E_0+E_1}{E_0-E_1}.$$

To predict the energy for a known mass, collect the terms in $E_1$ instead. This gives $(1+\mu)E_1=(1-\mu)E_0$, and multiplying numerator and denominator by $M_2$,

$$\frac{E_1}{E_0}=\frac{1-\mu}{1+\mu}=\frac{M_2-M_1}{M_2+M_1}.$$

The limits make sense. A very heavy target acts as a fixed wall, and $E_1\to E_0$. As $M_2$ falls towards $M_1$, the energy at 90 degrees falls to zero. For $M_2<M_1$ the formula would give a negative energy, which means that a single collision with a lighter atom at rest cannot turn the helium through 90 degrees.

The force between the atoms does not appear. It decides how closely the ion must be aimed to leave at 90 degrees, but not the energy with which it then leaves. This was tested with computed classical trajectories of helium on a free copper atom. The potential was the Coulomb repulsion of the two nuclei multiplied by $e^{-r/a}$, where $r$ is their distance. For $a=0.014$ nm the impact parameter that leads to 90 degrees is 0.0120 nm, and for $a=0.020$ nm it is 0.0146 nm. The final energy is 881.49 eV in both cases, in agreement with the formula for copper.

## The mass and the element

For the measured peak,

$$M_2=4.0026\times\frac{1000+881}{1000-881}=4.0026\times15.807=63.27\ \text{u}.$$

To name the element, compare the measured energy with the prediction for each candidate.

| Element | Atomic weight (u) | Predicted $E_1$ (eV) |
|---|---:|---:|
| Fe | 55.845 | 866.24 |
| Ni | 58.693 | 872.32 |
| Co | 58.933 | 872.80 |
| Cu | 63.546 | 881.49 |
| Zn | 65.380 | 884.62 |
| Ga | 69.723 | 891.42 |

The predicted energy rises steadily with mass, so elements lighter than iron or heavier than gallium lie further away still. Copper is the nearest, with a difference of 0.5 eV. The next best is zinc, 3.6 eV away. Within the elastic model the surface atom is copper.

Copper remains the nearest element as long as the peak lies between the midpoints to its neighbours, that is, between 877.15 and 883.06 eV. These limits use the atomic weights; averaging the energy over the isotopes instead moves them by only about 0.05 eV or less. The measured value is 3.9 eV above the lower limit but only 2.1 eV below the upper one. Confusion with zinc is the closer danger.

## How accurate must the energy be?

Differentiate the mass formula with respect to $E_1$ at fixed $E_0$. The quotient rule gives

$$\frac{dM_2}{dE_1}=M_1\frac{(E_0-E_1)+(E_0+E_1)}{(E_0-E_1)^2}=\frac{2M_1E_0}{(E_0-E_1)^2}.$$

Here this is $2\times4.0026\times1000/119^2=0.565$ u per eV. The small difference $E_0-E_1$ in the denominator is what makes the mass sensitive to the reading, and it becomes smaller for heavier targets.

If 881 eV is a value rounded to the nearest eV, the true centre lies between 880.5 and 881.5 eV, and the mass between 62.99 and 63.55 u. The atomic weight of copper, 63.546 u, is just inside the upper end, and no other element in the table falls in this range.

The beam energy must be known about as well. The mass depends only on the ratio $E_1/E_0$, and the copper-zinc limit lies at the ratio 0.88306. The reading of 881 eV reaches it if the true beam energy is $881/0.88306\approx997.7$ eV, only 2.3 eV below the nominal value.

Using the mass of the neutral atom for the ion is harmless: subtracting the missing electron changes $M_2$ by $-0.0087$ u.

## How accurate must the angle be?

For a general scattering angle $\theta$ the scalar product is $\mathbf p_0\cdot\mathbf p_1=2M_1\sqrt{E_0E_1}\cos\theta$. The recoil energy becomes $\mu(E_0+E_1-2\sqrt{E_0E_1}\cos\theta)$, and energy conservation reads

$$(1+\mu)E_1-2\mu\sqrt{E_0E_1}\cos\theta=(1-\mu)E_0 .$$

Differentiate with respect to $\theta$. The derivative of the square root is multiplied by $\cos\theta$ and vanishes at 90 degrees. The derivative of the cosine is $-\sin\theta=-1$ there, so that

$$(1+\mu)\frac{dE_1}{d\theta}+2\mu\sqrt{E_0E_1}=0,\qquad \frac{dE_1}{d\theta}=-\frac{2\mu\sqrt{E_0E_1}}{1+\mu}.$$

For copper this is $-1.94$ eV per degree, after conversion from radians. The sign is negative because a larger deflection demands a larger recoil.

Suppose the true angle is a little larger than 90 degrees. The peak then lies too low, and the energy corrected to 90 degrees is higher than 881 eV. To first order, with the slope for copper, it reaches the copper-zinc limit when the error is $(883.06-881)/1.94\approx1.06$ degrees; solving the full equation for both elements gives 1.07 degrees. The angle must therefore be known to better than about one degree, with the other conditions held fixed.

The same equation gives the case of direct backscattering. At $\theta=180$ degrees, put $x=\sqrt{E_1/E_0}$ and divide by $E_0$:

$$(1+\mu)x^2+2\mu x-(1-\mu)=(x+1)\bigl[(1+\mu)x-(1-\mu)\bigr]=0 .$$

Since $x$ is positive, $x=(1-\mu)/(1+\mu)$, and the energy ratio is the square of the ratio at 90 degrees. Copper then appears at $1000\times0.88149^2\approx777.0$ eV and zinc at $1000\times0.88462^2\approx782.6$ eV. Their separation grows from 3.1 to about 5.5 eV. The energy is also insensitive to small angle errors, to first order, because $\sin\theta=0$.

## What if the collision is not elastic?

Let the collision transfer an energy $Q$ to electrons. The momentum balance is unchanged, but energy conservation is now $E_0=E_1+\mu(E_0+E_1)+Q$, so

$$M_2=M_1\frac{E_0+E_1}{E_0-E_1-Q}.$$

An overlooked loss makes the target seem too light, because the missing energy is credited to recoil. For zinc, $\mu=4.0026/65.380=0.061221$, and a peak at 881 eV requires

$$Q=119-0.061221\times1881=3.84\ \text{eV}.$$

A zinc surface with this loss would imitate the measured peak. The identification becomes doubtful even sooner. Solving the energy balance for $E_1$ shows that a loss lowers the peak by $Q/(1+\mu)$. A correction of 2.06 eV brings the reading to the copper-zinc limit, which corresponds to $Q\approx2.06\times1.063\approx2.2$ eV. With a loss of 20 eV, the same reading would imply a mass of 76.0 u, far from copper.

Kinematics alone thus determines a mass for an assumed $Q$. With the reading and the angle taken as exact, the name copper follows if $Q$ is below about 2 eV, or if the loss is known and corrected for.

## Why the peak and not a single ion?

The target atom moves thermally. Let its initial velocity be $\mathbf V$, so that its momentum changes from $M_2\mathbf V$ to $M_2\mathbf V+\mathbf q$. Its gain in kinetic energy is

$$\frac{(M_2\mathbf V+\mathbf q)^2-(M_2\mathbf V)^2}{2M_2}=\frac{q^2}{2M_2}+\mathbf V\cdot\mathbf q .$$

The first term is still $\mu(E_0+E_1)$ at 90 degrees. The second shifts the helium energy, to first order in $\mathbf V$, by

$$\delta E_1=-\frac{\mathbf V\cdot\mathbf q}{1+\mu}.$$

In classical thermal equilibrium each component of $\mathbf V$ has mean zero and variance $kT/M_2$. Since $q=\sqrt{2M_2E_2}$, the standard deviation of the energy is

$$\sigma_T=\frac{1}{1+\mu}\sqrt{\frac{kT}{M_2}}\sqrt{2M_2E_2}=\frac{\sqrt{2kT\,E_2}}{1+\mu}.$$

For copper at 300 K, $kT=0.02585$ eV and the predicted recoil energy is 118.51 eV, so $\sigma_T=\sqrt{2\times0.02585\times118.51}/1.063=2.33$ eV. An average of the full energy and momentum balance over thermal target velocities also gives 2.33 eV. With all velocities counted by their thermal probability alone, it moves the mean by 0.0014 eV. The rate of scattering into the analyser also depends slightly on $\mathbf V$, which changes this shift by a few thousandths of an eV, so it is negligible either way. The thermal energy is small, but it enters multiplied by the much larger recoil energy under the square root. The quantum zero-point motion of the bound atom, left out here, would widen the spread by a few per cent.

A single ion would therefore yield a mass with a thermal spread of $2.33\times0.565=1.32$ u, while copper and zinc differ by 1.83 u. One ion cannot settle the matter.

Isotopes add to the width. The copper isotope of mass 62.93 u, with a fraction of 0.6915, gives 880.40 eV. The one of mass 64.93 u, with a fraction of 0.3085, gives 883.87 eV, which taken alone would be closer to the prediction for natural zinc. If both scatter with equal probability, their mean is 881.47 eV and their standard deviation 1.60 eV. The two independent spreads combine to $\sqrt{2.33^2+1.60^2}=2.83$ eV.

The centre of the peak here means its mean energy. The maximum of the copper peak lies roughly 0.4 eV lower when only these two spreads are present, because the lighter isotope is the more abundant. With many ions, the error in the centre becomes much smaller than the width of the peak. If these two spreads are the only ones and there is no background, $N$ independent ions give the centre with a statistical error of $2.83/\sqrt N$ eV, or about 0.3 eV for 100 ions. The finite resolution of an analyser widens the peak and increases this error.

## Is the surface atom really free?

The atom is bound to its neighbours, but the collision is over before they can respond. The helium speed is $2.196\times10^5$ m/s, so it crosses a rough interaction length of 0.1 nm in 0.46 fs. A lattice vibration at a rough typical frequency of 7 THz takes 143 fs. The recoil energy of 119 eV is also far above a surface binding energy of roughly 3.5 eV. The struck atom pays that energy to its neighbours mainly after the helium has gone, so it should not be subtracted from $E_1$ as though it were a loss $Q$.

The word "once" matters more. Solving the general angle equation for the positive root gives

$$\sqrt{\frac{E_1}{E_0}}=\frac{\mu\cos\theta+\sqrt{1-\mu^2\sin^2\theta}}{1+\mu}.$$

For copper, $\mu=0.0630$, and a deflection of 45 degrees gives 0.9817. Two such deflections in the same plane and the same sense also turn the ion through 90 degrees, but leave it with $1000\times0.9817^4\approx929$ eV. Read as a single collision, this energy would suggest a mass between 108 and 109 u.

## Beside a real measurement

Helium ions of about 1 keV are used in low-energy ion scattering to analyse the outermost atomic layer, so the beam energy here is typical. An electrostatic analyser may have a resolution of roughly one per cent, or about 10 eV at this energy. Copper and zinc are only 3.1 eV apart at 90 degrees. Their thermal and isotope widths already merge them into one peak, and the analyser broadens it further, so a surface containing both would not show two separate peaks. The assumption most open to doubt is that of zero electronic loss. Losses may range from a few eV to roughly 20 eV, the larger value arising when helium is neutralised and then ionised again during the collision. Reionisation needs a close approach and sets in only above a threshold energy that depends on the element; for copper and zinc it is reported near 2 keV, so at 1 keV the smaller losses are the more relevant ones. For scale, a loss of 20 eV at the mass of copper would move the peak down by $20/1.063\approx19$ eV. Measuring a known copper sample with the same beam, angle and analyser settings fixes the position of the copper peak directly, including its loss and any error in the angle. The numerical output below lists most of the values used in the text; the backscattering and double-scattering energies follow from the formulas given.

## Computed values

```
Incident energy E0 = 1000 eV
Scattered energy E1 = 881 eV
Energy ratio E1/E0 = 0.881
Helium mass M1 = 4.0026 u
Recoil energy E0 - E1 = 119 eV
Sum E0 + E1 = 1881 eV
Mass ratio M2/M1 = 15.807
Inferred target mass M2 = 63.27 u
Fe: atomic weight 55.845 u, predicted E1 = 866.24 eV
Co: atomic weight 58.933 u, predicted E1 = 872.80 eV
Ni: atomic weight 58.693 u, predicted E1 = 872.32 eV
Cu: atomic weight 63.546 u, predicted E1 = 881.49 eV
Zn: atomic weight 65.380 u, predicted E1 = 884.62 eV
Ga: atomic weight 69.723 u, predicted E1 = 891.42 eV
Nearest element: Cu
Copper window: 877.15 to 883.06 eV
dM2/dE1 = 0.565 u per eV
Mass range for E1 +/- 0.5 eV: 62.99 to 63.55 u
Trajectory, screening length 0.014 nm: impact parameter 0.0120 nm, E1 = 881.49 eV
Trajectory, screening length 0.020 nm: impact parameter 0.0146 nm, E1 = 881.49 eV
dE1/dtheta at 90 degrees, Cu = -1.94 eV per degree
Angle error that reaches the Cu/Zn limit = 1.06 degree
Loss Q with which Zn gives 881 eV = 3.84 eV
Mass implied by 881 eV if Q = 20 eV: 76.0 u
Target temperature = 300 K, kT = 0.02585 eV
Recoil energy predicted for Cu = 118.51 eV
Thermal standard deviation, formula = 2.33 eV
Thermal standard deviation, quadrature = 2.33 eV
Thermal shift of the mean = 0.0014 eV
Single-ion thermal mass spread = 1.32 u
Cu isotope 62.9296 u, fraction 0.6915: E1 = 880.40 eV
Cu isotope 64.9278 u, fraction 0.3085: E1 = 883.87 eV
Isotope-averaged E1 for Cu = 881.47 eV
Isotope standard deviation = 1.60 eV
Thermal and isotope spread combined = 2.83 eV
Helium speed = 2.196e+05 m/s
Interaction length (rough input) = 0.1 nm
Collision time = 0.46 fs
Phonon frequency (rough input) = 7 THz
Vibration period = 143 fs
Surface binding energy (rough input) = 3.5 eV
Binding / recoil energy = 0.029
Change of M2 from the ion's missing electron = -0.0087 u
```
